# Street's Square-Root Doping Law in Hydrogenated Amorphous Silicon

A phosphorus atom in hydrogenated amorphous silicon may bond to three neighbours, written P₃, or to four. With three bonds and a lone pair it is neutral and does not dope. With four bonds it has a fifth valence electron to give away and becomes the ionized donor P₄⁺. A silicon atom with only three bonds carries a dangling bond, which may be empty (D⁺), singly occupied (D⁰) or doubly occupied (D⁻). The problem is to find how many donors are active when the bonding itself can equilibrate.

Energies are in eV, measured from the conduction mobility edge, and densities are in cm⁻³, since atomic units are unnatural here. The symbols are:

- $N_P$, $N_s$: densities of phosphorus and of silicon sites in the film
- $N_3,\;N_+,\;N_-$: densities of P₃, P₄⁺ and D⁻
- $n$: density of electrons in the conduction band and its tail
- $\eta=N_+/N_P$: doping efficiency
- $E_P,\;E_D$: formation energies of neutral fourfold phosphorus P₄⁰ and of D⁰
- $\epsilon_d$: donor level; $\epsilon_-$, $\epsilon_+$: dangling-bond levels (0/−) and (+/0)
- $E_F$: Fermi level; $T$: temperature at which the bonding equilibrates

## (a) Which reaction makes an active donor, and what does it cost?

**Solution.** Let one phosphorus atom gain a bond while one silicon atom loses one:

$$\mathrm{P_3+Si_4\rightleftharpoons P_4^++D^-}.$$

The coordination adds up to $3+4=4+3$, and both sides are neutral. To find the energy, first make the neutral products, at cost $E_P+E_D$. Then move the fifth phosphorus electron from $\epsilon_d$ to the dangling bond. The level $\epsilon_-$ includes the repulsion between the two electrons there, so the move costs $\epsilon_--\epsilon_d$. Hence

$$\Delta=E_P+E_D+\epsilon_--\epsilon_d .$$

Take the round model values $E_P=0.50$, $E_D=0.70$, $\epsilon_-=-0.60$ and $\epsilon_d=-0.10$ eV. Then

$$\Delta=0.50+0.70-0.60+0.10=0.70\ \text{eV}.$$

The neutral products would cost 1.20 eV. The electron transfer returns 0.50 eV, so the ionized pair is cheaper than the neutral pair.

## (b) If the products are placed independently, how many form?

Ignore band and tail electrons for now.

**Solution.** Consider a sample with $\mathcal N_P$ phosphorus atoms, $\mathcal N_s$ silicon sites and $M$ reactions completed. The converted phosphorus atoms and the broken silicon sites are chosen separately, so the statistical weight is

$$W(M)=\binom{\mathcal N_P}{M}\binom{\mathcal N_s}{M}e^{-M\Delta/kT}.$$

For large numbers, Stirling's formula gives $d\ln\binom{\mathcal N}{M}/dM=\ln[(\mathcal N-M)/M]$. At the maximum of $\ln W$,

$$\ln\frac{\mathcal N_P-M}{M}+\ln\frac{\mathcal N_s-M}{M}-\frac{\Delta}{kT}=0 .$$

Exponentiation gives

$$M^2=K(\mathcal N_P-M)(\mathcal N_s-M),\qquad K=e^{-\Delta/kT}.$$

Divide by the volume squared. If few phosphorus atoms and few silicon sites are converted, both brackets keep their full values:

$$N_+=N_-\simeq\sqrt{KN_sN_P},\qquad \eta\simeq\sqrt{KN_s/N_P}.$$

This is Street's law. The square comes from the two independent placements. Vibrational entropy can be included by reading $\Delta$ as a free energy; here it is a constant energy.

## (c) How does the Fermi level enter, and do electrons spoil the law?

**Solution.** Now let the network and its hydrogen act as a reservoir that accepts or supplies bond ends. This is needed because $N_+$ and $N_-$ will no longer be equal. Its chemical potential is assumed independent of doping and is included in $E_P$ and $E_D$. Making P₄ takes up a bond end and making D releases one, so this potential enters $E_P$ and $E_D$ with opposite signs and cancels in $\Delta$.

Removing an electron from P₄⁰ to the Fermi level costs $E_F-\epsilon_d$. Adding one to D⁰ costs $\epsilon_--E_F$. P₃, P₄⁺, Si₄ and D⁻ all have spin weight 1, so

$$\frac{N_+}{N_3}=e^{-(E_P+E_F-\epsilon_d)/kT},\qquad
\frac{N_-}{N_s}=e^{-(E_D+\epsilon_--E_F)/kT}. \tag{1}$$

The second ratio uses $[\mathrm{Si_4}]\simeq N_s$. In the product $E_F$ cancels:

$$N_+N_-=KN_sN_3. \tag{2}$$

For the electrons, take a density of states $g_0$ above the edge and $g_0e^{E/w}$ below it. If $E_F$ is low enough for Boltzmann statistics,

$$n=g_0e^{E_F/kT}\left[\int_{-\infty}^{0}e^{E/w-E/kT}dE+\int_0^\infty e^{-E/kT}dE\right]
=g_0e^{E_F/kT}\left[\frac{1}{1/w-1/kT}+kT\right].$$

The first integral converges only for $w<kT$. Both $n$ and $N_-$ are proportional to $e^{E_F/kT}$, so their ratio does not depend on doping:

$$r=\frac{n}{N_-}=\frac{g_0}{N_s}\,e^{(E_D+\epsilon_-)/kT}\left[\frac{1}{1/w-1/kT}+kT\right].$$

When holes and D⁺ are negligible, neutrality reads $N_+=N_-+n=(1+r)N_-$. Neglect also the few neutral donors, so that $N_3=N_P-N_+$. Substituting $N_-=N_+/(1+r)$ in (2) gives

$$N_+^2=C(N_P-N_+),\qquad C=KN_s(1+r). \tag{3}$$

The positive root is

$$N_+=\tfrac12\left[-C+\sqrt{C^2+4CN_P}\right].$$

For $N_P\gg C$, expansion of the root gives

$$N_+\simeq\sqrt{CN_P}-\frac C2=\sqrt{CN_P}\left(1-\frac12\sqrt{\frac{C}{N_P}}\right). \tag{4}$$

Electrons therefore change the prefactor by $\sqrt{1+r}$ and leave the power 1/2 intact. The relative correction in (4) is $-\eta/2$, which comes from the phosphorus already converted.

## (d) Why does the efficiency fall, and what happens at very low doping?

**Solution.** From (1), when $N_3\simeq N_P$,

$$\eta\simeq e^{-(E_P+E_F-\epsilon_d)/kT}.$$

Each added donor releases an electron at the Fermi level, and this costs more as $E_F$ rises. Since $N_-\propto e^{E_F/kT}$ and $N_-\propto N_P^{1/2}$,

$$\frac{dE_F}{d\ln N_P}=\frac{kT}{2},\qquad \frac{d\ln\eta}{d\ln N_P}=-\frac12 .$$

The Fermi level rises by $(kT/2)\ln10$ per decade of doping, and the efficiency falls by a factor $\sqrt{10}\simeq3.2$. The number of active donors still grows, but more slowly than the number of phosphorus atoms.

For $N_P\ll C$, equation (3) gives $N_+\simeq N_P(1-N_P/C)$, or almost full activation. Before this limit is used, the neglected D⁺ must be checked. Its density is $N_se^{-(E_D+E_F-\epsilon_+)/kT}$. If charged defects greatly outnumber electrons and holes in the undoped material, $N_-=[\mathrm{D^+}]$ requires

$$\epsilon_--E_F=E_F-\epsilon_+\quad\Rightarrow\quad E_F=\tfrac12(\epsilon_++\epsilon_-).$$

With $\epsilon_+=-0.90$ eV this is $-0.75$ eV. At $T=500$ K, where $kT=0.04309$ eV, (1) gives

$$\frac{N_+}{N_3}=e^{-(0.50-0.75+0.10)/0.04309}=e^{3.48}\simeq32,$$

and so $\eta\simeq32/33\simeq97\%$. The efficiency stays just below unity because intrinsic defects hold the Fermi level. A full neutrality solution at $N_P=5\times10^{13}$ cm⁻³ gives 96.5%.

## (e) What are the densities in a worked case?

Use $T=500$ K, $N_s=5\times10^{22}$ cm⁻³, $g_0=2\times10^{21}$ eV⁻¹ cm⁻³ and $w=0.025$ eV, with phosphorus at $10^{-4}$, $10^{-3}$ and $10^{-2}$ of the silicon density. These are model parameters, not a fit to a film.

**Solution.** The equilibrium constant is

$$K=e^{-0.700/0.04309}=8.80\times10^{-8},\qquad KN_s=4.40\times10^{15}\ \text{cm}^{-3}.$$

The electron ratio is

$$r=\frac{2\times10^{21}}{5\times10^{22}}\,e^{0.10/0.04309}\left[\frac{1}{1/0.025-1/0.04309}+0.04309\right]=0.0418,$$

so $C=1.0418\times4.40\times10^{15}=4.58\times10^{15}$ cm⁻³. At the highest doping the law gives

$$N_+\simeq\sqrt{4.58\times10^{15}\times5\times10^{20}}=1.51\times10^{18}\ \text{cm}^{-3}.$$

The table comes from numerical solution of neutrality with all three defect charge states, neutral donors, Fermi statistics and both band tails. The mobility gap is 1.80 eV and the valence tail width 0.045 eV.

| $N_P$ (cm⁻³) | $N_+$ (cm⁻³) | $n$ (cm⁻³) | $\eta$ (%) | $E_F$ (eV) |
|---|---|---|---|---|
| $5\times10^{18}$ | $1.49\times10^{17}$ | $5.98\times10^{15}$ | 2.98 | −0.450 |
| $5\times10^{19}$ | $4.76\times10^{17}$ | $1.91\times10^{16}$ | 0.953 | −0.400 |
| $5\times10^{20}$ | $1.51\times10^{18}$ | $6.04\times10^{16}$ | 0.302 | −0.350 |

A hundredfold increase in phosphorus raises the active donors about tenfold and lowers the efficiency about tenfold. The fitted power of $N_+$ is 0.503. The small excess over 1/2 follows from (4): the negative correction $-\eta/2$ shrinks from 1.5% to 0.15% over the range. The Fermi level rises by 0.0498 eV in the last decade, against $(kT/2)\ln10=0.0496$ eV.

At the highest doping $N_-=1.45\times10^{18}$ cm⁻³, so about 96% of the donors are compensated by defects. The electron yield is

$$\frac{n}{N_P}=\frac{r}{1+r}\,\eta=0.0401\times0.302\%=0.0121\%,$$

which falls with the same power of doping as $\eta$.

## (f) Are the dangling bonds the cause of the square root?

**Solution.** Suppose that phosphorus can still exchange bond ends with the reservoir, but that silicon cannot form dangling bonds. Neutrality becomes $N_+=n$. By (1) and the definition of $r$, at any $E_F$ low enough for Boltzmann statistics,

$$N_+n=rKN_sN_3,$$

where $rKN_s$ depends on the electron states and on phosphorus, since the defect energies cancel in it. Thus for weak activation

$$N_+^{(0)}=n^{(0)}\simeq\sqrt{rKN_sN_P}.$$

The power 1/2 survives. It follows from a bonding equilibrium that responds to $E_F$ and a compensating charge proportional to $e^{E_F/kT}$. Dangling bonds supply most of that charge here, but they are not the only possible source. Comparison with part (c) gives

$$\frac{N_+}{N_+^{(0)}}=\sqrt{\frac{1+r}{r}},\qquad
\frac{n}{n^{(0)}}=\frac{r}{1+r}\sqrt{\frac{1+r}{r}}=\sqrt{\frac{r}{1+r}}.$$

For $r=0.0418$ these are 5.0 and 1/5.0. Defects make five times as many donors active and yet leave one fifth of the electrons.

The numerical solution without defects at $N_P=5\times10^{20}$ cm⁻³ has $N_+^{(0)}=n^{(0)}=3.01\times10^{17}$ cm⁻³, against $1.51\times10^{18}$ and $6.04\times10^{16}$ cm⁻³ with them, which confirms both factors. Its fitted power over the last decade is 0.499. It lies slightly below 1/2 because $E_F$ is higher without defects: the true Fermi occupation is then below the Boltzmann value, so $E_F$ must rise further to supply the same charge.

## (g) What if the donor and its defect stay together?

**Solution.** Let a bound pair have $z$ possible defect sites beside each phosphorus atom and binding energy $B$. Once the phosphorus atom is chosen, the defect has only $z$ places rather than the whole sample. The pair is neutral, so $E_F$ does not enter, and its density $b$ obeys

$$b=K_bN_3,\qquad K_b=zKe^{B/kT}.$$

Bound pairs grow linearly with doping, while free products grow as its square root. Direct summation over the states of a small model containing both kinds gives powers 1.01 and 0.51. With $N_3\simeq N_P$ and $r\ll1$, the two populations are equal when

$$K_bN_P=\sqrt{KN_sN_P}\quad\Rightarrow\quad N_P=\frac{KN_s}{K_b^2}.$$

Take $z=10$ and $B=0.25$ eV as an illustration. Then $K_b=2.91\times10^{-4}$, and the equality lies at $5.2\times10^{22}$ cm⁻³, above the density of silicon sites. At $N_P=5\times10^{20}$ cm⁻³ there are $1.46\times10^{17}$ cm⁻³ bound pairs, about 10% of the free D⁻ density. The density of D⁻, free and bound together, would therefore grow a little faster than the square root. Since $K_b$ contains $e^{B/kT}$, this conclusion depends strongly on $B$. For point charges in a medium of dielectric constant 11.9, $B=0.25$ eV corresponds to a separation of 0.48 nm. At the second-neighbour distance of silicon (0.384 nm, $z=12$) the same estimate gives $B=0.32$ eV and $K_b=1.6\times10^{-3}$, so bound pairs reach about half the free D⁻ density at $N_P=5\times10^{20}$ cm⁻³. At the bond length (0.235 nm, $z=4$) it gives $B=0.51$ eV and $K_b=5.4\times10^{-2}$, and bound pairs would outnumber free D⁻ about eighteenfold. A dielectric continuum is crude at such distances, but the 10% found above is a consequence of the chosen $B$, not a general result.

## (h) Do disorder and temperature change the law?

**Solution.** Let the D⁻ formation energy vary from site to site by $u$, with a Gaussian distribution of standard deviation $\sigma$. While every important site is rarely occupied, $N_-$ is multiplied by the mean of $e^{-u/kT}$. Completing the square,

$$-\frac{u^2}{2\sigma^2}-\frac{u}{kT}
=-\frac{(u+\sigma^2/kT)^2}{2\sigma^2}+\frac{\sigma^2}{2(kT)^2},$$

so the mean is

$$F=e^{\sigma^2/2(kT)^2}.$$

The electrons are unaffected, and $C$ becomes $KN_s(F+r)$. Disorder raises the prefactor but not the power. For $\sigma=0.050$ eV, $F=1.96$. With electrons left out, the law at $N_P=5\times10^{20}$ cm⁻³ gives $\sqrt{1.96}\times1.483\times10^{18}=2.08\times10^{18}$ cm⁻³. A numerical solution with the full site occupation gives $2.07\times10^{18}$ cm⁻³. The argument fails when the low-energy sites that dominate the mean, near $u=-\sigma^2/kT$, begin to fill. At the highest doping, with the present parameters, they are about 1% occupied for $\sigma=0.12$ eV and about 25% for $\sigma=0.15$ eV. Since $F$ enlarges $C$, the condition $N_P\gg C$ also becomes harder to meet as $\sigma$ grows.

For the temperature dependence, let $\beta=1/kT$. Without disorder, the square-root law gives

$$-\frac{d\ln N_+}{d\beta}=\frac{\Delta}{2}-\frac{1}{2}\frac{d\ln(1+r)}{d\beta}.$$

The second term is small for $r\ll1$, so the activation energy is close to $\Delta/2=0.350$ eV: one reaction energy is shared by two independent products. The numerical value at the highest doping is 0.347 eV.

## (i) When may the law be applied to a real film?

**Solution.** The derivation sets these conditions.

- The bonding must reach equilibrium. If it freezes during cooling, $T$ is the freezing temperature, and the total densities of fourfold phosphorus and of dangling bonds keep their frozen values below it. Electrons can still move between the levels, so $n$ and the electron yield in part (e) hold at $T$, not at room temperature. If the bonding never responds to $E_F$, equation (1) does not govern $\eta$, and its fall need not follow.
- The doping must satisfy $N_P\gg C$, and $N_+$ must greatly exceed the intrinsic charged defects. For the total dangling-bond density to follow the law, D⁻ must also outnumber D⁰. Since D⁰ has spin weight 2, its density is $2N_se^{-E_D/kT}\simeq8.8\times10^{15}$ cm⁻³ here, independent of doping.
- The charged products must not interact. The derivation neglects the Coulomb attraction between free P₄⁺ and D⁻, and this is not small at the top of the worked range. With a dielectric constant of 11.9 at 500 K, two unit charges interact with energy $kT$ at 2.8 nm, and for $N_+=1.5\times10^{18}$ cm⁻³ the screening length is about 3 nm. If the charges can arrange themselves in equilibrium, a Debye–Hückel estimate lowers the free energy of each by roughly $kT/2$. This raises $N_+$ by a factor of 1.5 to 1.9 at the highest doping and the power over the last decade to about 0.6. Bound pairs, part (g), must also be few.
- The law refers to phosphorus in the film. If $N_P$ varies as the power $p$ of the gas-phase concentration, $N_+$ varies as the power $p/2$. Within this model of equilibrium in the bulk of the film, the square root in the gas concentration requires $p=1$.

For boron the reaction is B₃ + Si₄ ⇌ B₄⁻ + D⁺, and the argument of part (b) is unchanged. The hole version of part (c) needs more care. The valence tail width of 0.045 eV exceeds $kT=0.043$ eV, so the Boltzmann integral diverges and the ratio of holes to D⁺ is not constant. The derivation still holds where D⁺ greatly outnumbers the holes, but with the reaction energy and crossover density $C$ of the boron reaction; the square root appears only for boron densities far above that $C$.

The numerical output below lists the values used here.

## Table of computed values

```
temperature 500 K, kT 0.04309 eV
silicon sites 5.0e+22 cm^-3
formation energies: D0 0.70, P4^0 0.50 eV
defect levels (+/0) -0.90, (0/-) -0.60 eV
donor level -0.10 eV, mobility gap 1.80 eV
edge density of states 2.0e+21 eV^-1 cm^-3
tail widths: conduction 0.025, valence 0.045 eV
reaction energy Delta 0.700 eV
equilibrium constant K 8.7965e-08 (no unit)
K*Ns 4.3983e+15 cm^-3
electron-to-defect ratio r 0.04182 (no unit)
crossover density C = K*Ns*(1+r) 4.5822e+15 cm^-3
phosphorus density 5.0e+18 cm^-3:
  P4+ full solution 1.4909e+17 cm^-3
  P4+ square-root law with r 1.5136e+17 cm^-3
  P4+ law without r 1.4829e+17 cm^-3
  D- 1.4311e+17, electrons 5.9790e+15 cm^-3
  efficiency P4+/NP 2.9817 percent
  electron yield n/NP 0.11958 percent
  Fermi level -0.4500 eV
phosphorus density 5.0e+19 cm^-3:
  P4+ full solution 4.7634e+17 cm^-3
  P4+ square-root law with r 4.7865e+17 cm^-3
  P4+ law without r 4.6895e+17 cm^-3
  D- 4.5726e+17, electrons 1.9083e+16 cm^-3
  efficiency P4+/NP 0.9527 percent
  electron yield n/NP 0.03817 percent
  Fermi level -0.3999 eV
phosphorus density 5.0e+20 cm^-3:
  P4+ full solution 1.5112e+18 cm^-3
  P4+ square-root law with r 1.5136e+18 cm^-3
  P4+ law without r 1.4829e+18 cm^-3
  D- 1.4508e+18, electrons 6.0398e+16 cm^-3
  efficiency P4+/NP 0.3022 percent
  electron yield n/NP 0.01208 percent
  Fermi level -0.3502 eV
fitted power of P4+ over two decades 0.5029 (no unit)
Fermi shift, last decade 0.04975, law 0.04961 eV
dilute case NP 5.0e+13 cm^-3: efficiency 96.54 percent
no defects, NP 5.0e+20: P4+ 3.0109e+17, electrons 3.0109e+17 cm^-3
no defects: power of P4+ 0.4986 (no unit)
activation energy of P4+ 0.3472 eV
canonical sum powers: free 0.5069, bound 1.0112 (no unit)
bound pairs: 10 sites, binding 0.25 eV, K_b 2.9121e-04
bound pairs at NP 5.0e+20: 1.4560e+17 cm^-3
bound pairs equal free ones at NP 5.187e+22 cm^-3
disorder width 0.050 eV: K factor 1.9607
disordered P4+ at NP 5.0e+20: 2.0720e+18 cm^-3
```
